# Why paracrystal scattering peaks broaden and weaken with order

**Q:** A row of objects on a surface gives several lateral peaks in grazing-incidence scattering, each broader and lower than the last. You blame disorder in the spacing. But the beam is also refracted and reflected at the surface. Why should a sum over positions on a line describe it?

**A:** Because a flat surface leaves the lateral phase alone. Treat the objects as a weak perturbation of a laterally uniform film. The incident and outgoing waves then have the form $e^{i\mathbf k_\parallel\cdot\mathbf r_\parallel}\psi(z)$, where $\psi(z)$ contains all refraction and reflection. Define $\mathbf q_\parallel=\mathbf k_{i\parallel}-\mathbf k_{f\parallel}$. To first order in the perturbation, moving an object sideways by $\mathbf R_j$ multiplies its amplitude $F$ by $e^{i\mathbf q_\parallel\cdot\mathbf R_j}$ and does nothing else. For $N$ identical objects at positions $x_j$ on a line, with $q$ the component of $\mathbf q_\parallel$ along it,

$$I=|F|^2\Big\langle\Big|\sum_{j=1}^N e^{iqx_j}\Big|^2\Big\rangle=N|F|^2S_N(q).$$

This defines the structure factor $S_N$. The angle brackets average over many independent rows. Scattering from one object to another is neglected, and the beam is taken as coherent across each row. In atomic units the photon wave number is $k=E/c$.

**Q:** What exactly is disordered?

**A:** The spacings $\ell_j=x_{j+1}-x_j$. They are independent Gaussian variables with mean $D$ and standard deviation $\sigma$. Each object is placed relative to its neighbour, with no underlying lattice to correct accumulated errors. That is the one-dimensional paracrystal. I write $g=\sigma/D$.

**Q:** Start with one spacing. What survives of its phase on average?

**A:** Set $\ell=D+s$:

$$\phi\equiv\langle e^{iq\ell}\rangle=\frac{e^{iqD}}{\sqrt{2\pi}\,\sigma}\int_{-\infty}^{\infty}e^{-s^2/2\sigma^2+iqs}\,ds.$$

Completing the square gives

$$-\frac{s^2}{2\sigma^2}+iqs=-\frac{(s-iq\sigma^2)^2}{2\sigma^2}-\frac{q^2\sigma^2}{2}.$$

The integrand is analytic and vanishes at large $|\mathrm{Re}\,s|$, so the path may be shifted by $iq\sigma^2$. The remaining Gaussian integral is $\sqrt{2\pi}\,\sigma$. Hence

$$\phi=e^{iqD-u},\qquad u=\frac{q^2\sigma^2}{2}.$$

**Q:** And for objects further apart?

**A:** The separation of $n$-th neighbours is a sum of $n$ independent spacings. The average of the product of their phase factors is therefore the product of the averages, $\phi^n$. Equivalently, the separation has mean $nD$ and variance $n\sigma^2$. The variance grows without limit along the row.

**Q:** Show me the whole sum, including the ends.

**A:** The squared sum has $N$ terms with $j=l$, each equal to 1. For each $n\ge1$ there are $N-n$ pairs, and each pair occurs in both orders, giving complex conjugates. Therefore

$$S_N=1+\frac{2}{N}\,\mathrm{Re}\,T,\qquad T=\sum_{n=1}^{N-1}(N-n)\phi^n.$$

Multiply $T$ by $1-\phi$. The coefficient of $\phi$ is $N-1$. For $2\le n\le N$, the coefficient of $\phi^n$ is $(N-n)-(N-n+1)=-1$. Thus

$$(1-\phi)T=N\phi-\sum_{n=1}^{N}\phi^n=N\phi-\frac{\phi(1-\phi^N)}{1-\phi}.$$

Divide by $1-\phi$ and use $1+2\phi/(1-\phi)=(1+\phi)/(1-\phi)$:

$$S_N=\mathrm{Re}\frac{1+\phi}{1-\phi}-\frac2N\mathrm{Re}\frac{\phi(1-\phi^N)}{(1-\phi)^2}.$$

**Q:** What remains for a very long row?

**A:** For fixed $q\ne0$, $|\phi|=e^{-u}<1$, so the second term vanishes as $1/N$. Put $p=e^{-u}$ and multiply the numerator and denominator of the first term by $1-\phi^*$:

$$S(q)=\frac{1-p^2}{1-2p\cos qD+p^2}.$$

Division of both parts by $2p$ gives

$$S(q)=\frac{\sinh u}{\cosh u-\cos qD}.$$

**Q:** You excluded $q=0$. Is something lost there?

**A:** A forward line is. At $q=0$ all phases are equal and $S_N(0)=N$. Yet the smooth formula gives, for small $q$,

$$S\to\frac{q^2\sigma^2/2}{q^2D^2/2}=g^2.$$

The line has width of order $1/(ND)$. There $Nu$ is of order $g^2/N$, so disorder drops out, and the row scatters as a perfect one:

$$S_N\simeq\frac{\sin^2(NqD/2)}{N(qD/2)^2}.$$

With $t=NqD/2$ and $dq=2\,dt/(ND)$, its area is $(2/D)\int_{-\infty}^{\infty}(\sin^2t/t^2)\,dt=2\pi/D$. The infinite chain therefore has an additional term $(2\pi/D)\delta(q)$.

**Q:** Now the peaks. How high and how wide are they?

**A:** They lie near $q_m=2\pi m/D$, where

$$u_m=\frac{q_m^2\sigma^2}{2}=2\pi^2m^2g^2.$$

Within one period, first hold $u$ at $u_m$. At $\cos qD=1$,

$$S_{\max}=\frac{\sinh u_m}{\cosh u_m-1}=\frac{2\sinh(u_m/2)\cosh(u_m/2)}{2\sinh^2(u_m/2)}=\coth\frac{u_m}{2}.$$

At $\cos qD=-1$ the same identities give $S_{\min}=\tanh(u_m/2)$.

Half the maximum is reached where the denominator doubles. With $\delta$ the distance from $q_m$,

$$\cosh u_m-\cos\delta D=2(\cosh u_m-1),$$

so $1-\cos\delta D=\cosh u_m-1$, or $\sin^2(\delta D/2)=\sinh^2(u_m/2)$. The full width at half maximum is $2\delta$:

$$\Gamma_m=\frac4D\arcsin\left(\sinh\frac{u_m}{2}\right).$$

For $u_m\ll1$, $\coth(u_m/2)\simeq2/u_m$ and $\Gamma_m\simeq2u_m/D$. Thus

$$S_{\max}\simeq\frac{1}{\pi^2m^2g^2},\qquad \Gamma_m\simeq\frac{4\pi^2m^2g^2}{D}.$$

In this limit the width grows as $m^2$ and the height falls as $1/m^2$.

**Q:** That is algebra. What is the physical reason?

**A:** Correlations between $n$-th neighbours have magnitude $|\phi|^n=e^{-nu}$. They fall to $1/e$ after $n=1/u_m$ neighbours. At that distance the phase spread $q_m\sqrt n\,\sigma$ is $\sqrt2$ radians. A higher order uses a larger $q$, so the same position errors spoil its phase sooner. Fewer objects add coherently, which lowers the peak, and a shorter coherent stretch defines $q$ less sharply, which broadens it.

**Q:** Would any positional disorder do that?

**A:** No. Suppose each object instead has an independent Gaussian displacement, of variance $s^2$, about a fixed lattice site. The separation variance is $2s^2$ for every $n\ge1$; it does not accumulate. With $W=e^{-q^2s^2}$, the pair sum becomes

$$S_N=(1-W)+W\,\frac{\sin^2(NqD/2)}{N\sin^2(qD/2)}.$$

The fraction is the perfect-row sum, whose peaks have the same shape at every order. This disorder lowers the peaks and adds a diffuse floor, but leaves the width of the coherent part unchanged. Broadening in the paracrystal comes from the growing variance.

**Q:** Does "weaker" mean that scattered intensity disappears?

**A:** Not from $S$. At fixed $u$, expansion of the first term of $S_N$ gives $S=1+2\sum_{n\ge1}e^{-nu}\cos nqD$. Each cosine integrates to zero over a period, so the area is $2\pi/D$ for every order. What falls is the part standing above the minimum:

$$A_m=\frac{2\pi}{D}\left(1-\tanh\frac{u_m}{2}\right).$$

Intensity moves from the peak into the background between peaks.

**Q:** You froze $u$, although it changes with $q$. What does that hide?

**A:** A small shift, and eventually the loss of a half-height point. Differentiate $\ln S$ with $u'=du/dq=q\sigma^2$ and set the result to zero:

$$u'\left[\coth u-\frac{\sinh u}{\cosh u-\cos qD}\right]=\frac{D\sin qD}{\cosh u-\cos qD}.$$

Near $q_m$, set $\cos qD\simeq1$ and $\sin qD\simeq\delta D$. The bracket is $\coth u-\coth(u/2)=-1/\sinh u$, because $\coth(u/2)=(\cosh u+1)/\sinh u$. Solving for $\delta$ to leading order,

$$\delta_m=-\frac{q_m\sigma^2}{D^2}\,\frac{\cosh u_m-1}{\sinh u_m}=-\frac{q_m\sigma^2}{D^2}\tanh\frac{u_m}{2}.$$

The maximum moves toward smaller $q$.

At fixed $u$, a half-height point requires $\sinh(u_m/2)\le1$, hence $m\le\sqrt{\operatorname{arsinh}1}/(\pi g)$. The true background rises with $q$ on the far side of the peak, so the point can be lost earlier.

**Q:** Give me a case with numbers.

**A:** Take polymer ridges left by an unguided PS-b-PMMA line pattern after the PMMA is removed. For illustration, assume a pitch $D=28$ nm and a spread $\sigma=2$ nm. Then $g=2/28=0.0714$, $2\pi/D=0.2244$ nm$^{-1}$ and $u_1=2\pi^2(0.0714)^2=0.1007$. Since $u_m=m^2u_1$, the infinite chain gives:

| $m$ | $1/u_m$ | height | width (nm$^{-1}$) |
|---|---|---|---|
| 1 | 9.93 | 19.88 | 0.0072 |
| 2 | 2.48 | 5.04 | 0.0291 |
| 3 | 1.10 | 2.36 | 0.0694 |
| 4 | 0.62 | 1.50 | none |

Heights and widths are read from the full curve, with $u$ varying. The first three widths are 0.00072, 0.0029 and 0.0069 Å$^{-1}$. At order 3 the weak-disorder laws give a height of 2.21 and a width of 0.0647 nm$^{-1}$, each about 7% below the full-curve value. The fixed-$u$ formulas give 2.356 and 0.0697 nm$^{-1}$, within 0.5%. The shift at order 3 is $-0.0015$ nm$^{-1}$, about 2% of the peak width.

**Q:** Why has order 4 no width? Your fixed-$u$ limit must allow it.

**A:** It does: the limit is $m=4.18$. But half the actual peak height is 0.751, while the lowest value before the next peak is 0.767. The curve never falls to half height on that side.

The areas behave as described. Over one period they are 1.006, 1.002 and 0.998 times $2\pi/D$ for orders 1 to 3. The parts above the fixed-$u$ minimum are 0.95, 0.80 and 0.58 in the same unit.

**Q:** Real grains are finite. Does your infinite chain survive that?

**A:** For the higher orders, largely. Take $N=40$ lines, a grain 1120 nm wide. At the first peak $\phi=p=e^{-0.1007}=0.904$ and $p^{40}=0.018$. The end term is

$$\frac{2}{40}\,\frac{0.904(1-0.018)}{(1-0.904)^2}\simeq4.8,$$

where the unrounded $1-p=0.0958$ is used in the denominator. The height falls from 19.9 to 15.0, or by 24%. At orders 2 and 3 it becomes 4.73 and 2.30, losses of 6% and 2%. The widths become 0.0098, 0.0311 and 0.0718 nm$^{-1}$.

The opposite limit is a short grain with $Nu_m\ll1$. Put $\phi^n\simeq1-nu_m$ into the pair sum. The part without $u_m$ gives $N$, and

$$\sum_{n=1}^{N-1}n\left(1-\frac nN\right)=\frac{N(N-1)}2-\frac{(N-1)(2N-1)}6=\frac{N^2-1}{6},$$

so

$$S_N(q_m)\simeq N-\frac{u_m(N^2-1)}{3}.$$

Here grain size sets the height and disorder is a correction. In the example $Nu_1=4.0$, so this limit does not apply even to the first peak.

**Q:** Compare the two kinds of disorder for this grain.

**A:** Keep $D$, $N=40$ and the nearest-neighbour separation variance fixed, so that $2s^2=\sigma^2$. Independent displacements give heights of 36.3, 27.1 and 16.8, but widths of 0.00498, 0.00501 and 0.00509 nm$^{-1}$. The 2% rise in total width comes with the diffuse floor: half the total height corresponds to slightly less than half the coherent peak. For the paracrystal the width grows more than sevenfold from order 1 to order 3.

**Q:** Could the instrument cause the broadening instead?

**A:** Not with the resolution assumed here. At 10000 eV, $k=50.68$ nm$^{-1}$. A Gaussian angular resolution with a full width at half maximum of 0.05 mrad gives $50.68\times5.0\times10^{-5}=0.0025$ nm$^{-1}$. For the 40-line grain it raises the first width by 6%, to 0.0104 nm$^{-1}$, and the third by about 0.2%. A coarser instrument would hide the first-order width first.

**Q:** Then may I read $g$ from the ratio of measured peak heights?

**A:** Not before removing other factors. A ridge of width $w$ has lateral amplitude

$$f=\int_{-w/2}^{w/2}e^{iqx}\,dx=\frac{2\sin(qw/2)}{q}.$$

For a mean width of 12 nm with a spread of 1 nm, the squared mean amplitude at orders 1, 2 and 3 is in the ratio 1 : 0.048 : 0.065. It rises from order 2 to order 3 while $S$ falls.

Long ridges add a geometrical factor. If a ridge of length $L$ is turned by a small angle $\omega$, the component of $\mathbf q_\parallel$ along it is $q\omega$. A uniform spread of angles, much wider than $1/(qL)$ and including the diffraction condition, gives

$$\int\left[\frac{\sin(q\omega L/2)}{q\omega/2}\right]^2d\omega=\frac{2L}{q}\int_{-\infty}^{\infty}\frac{\sin^2t}{t^2}\,dt=\frac{2\pi L}{q},$$

with $t=q\omega L/2$. Including $S_{40}$, the form factor and $1/q$, the coherent intensities at $q_1$, $q_2$ and $q_3$ are in the ratio 1 : 0.0075 : 0.0033. The form factor also varies across each peak, so a measured maximum can be displaced from that of $S$, in either direction, and its height can differ from the value at $q_m$ by several percent. Within this first-order treatment, most of the drop from order 1 to order 2 is due to the form factor, not to disorder.

**Q:** Must the sample be turned to see these peaks?

**A:** If the ridges are long, the transfer along them must vanish, and this ties the azimuth to the exit angle. For equal incidence and exit angles $\alpha$, two lateral wave vectors of length $k\cos\alpha$ separated by an angle $\chi$ differ by $q=2k\cos\alpha\sin(\chi/2)$. Their difference is turned by $\chi/2$ from the normal to the incident lateral direction. At $\alpha=0.20^\circ$, the rotations for exact alignment are $0.13^\circ$, $0.25^\circ$ and $0.38^\circ$. A spread of ridge directions can supply them. At a fixed exit angle the tolerance is of order $1/(qL)$ in radians, so sufficiently short ridges can show low orders without being turned. If the exit angle is left free, as on an area detector, other azimuths also diffract and the spot moves in exit angle: at this incidence angle orders 1 to 3 appear once the rotation exceeds $0.048^\circ$, $0.21^\circ$ and $0.35^\circ$. Long ridges parallel to the beam show order $m$ without turning when $k\sin\alpha>q_m$ for the incidence angle $\alpha$, that is above $0.25^\circ$ for order 1.

**Q:** The ridge widths vary too. Is that not another source of background?

**A:** Yes. If widths are independent of each other and of the positions, a pair $j=l$ contributes $\langle f^2\rangle$ and a pair $j\ne l$ contributes $\langle f\rangle^2$ times its phase. The lateral intensity per ridge is

$$\langle f^2\rangle+\langle f\rangle^2(S_N-1)=\big(\langle f^2\rangle-\langle f\rangle^2\big)+\langle f\rangle^2S_N.$$

The first term is diffuse. Relative to the coherent part at $q_m$ it is below 0.01% at order 1, 4.6% at order 2 and 3.4% at order 3.

**Q:** Which assumption would you distrust most in the real film?

**A:** Independence of adjacent spacings. Neighbouring polymer domains share material and an elastic environment, so a wide period may be followed by a narrow one. I do not know the correlation for a given film; take $-0.2$ between adjacent spacings, and zero beyond, as a trial. The separation variance becomes $n\sigma^2-0.4(n-1)\sigma^2$, because there are $n-1$ adjacent pairs and each covariance counts twice. At fixed $\sigma$ and $N=40$, the heights rise from 15.0, 4.73 and 2.30 to 19.9, 6.50 and 2.81: by 32%, 37% and 22%. An independent-spacing fit would then tend to report too small a $\sigma$.

Forty straight lines is also an idealization for an unguided pattern, which can bend and contain dislocations. Since $|\sum_je^{iqx_j}|^2\le N^2$, a grain of $N$ lines cannot give $S_N>N$; a ten-line grain could not reach the first height quoted here. If a template pins each line, the fixed-lattice model is the better starting point. Multiple scattering is left out, and for long ridges it is not small. For a perfect grating of PS ridges 12 nm wide and 10 to 40 nm high on silicon, at 10 keV and $0.20^\circ$, a coupled-wave solution gives an order-2 to order-1 ratio of 0.08 to 0.13 instead of the first-order 0.050, because order 2 lies near a zero of $f$. The intensity ratios quoted above are therefore first-order estimates only.

**Q:** And the Gaussian itself? It permits negative spacings.

**A:** In this example that tail is negligible. With ridge widths fixed at 12 nm, the chance that adjacent ridges touch is about $6\times10^{-16}$ within the model. At the same pitch and ridge width it is still only about $5.5\times10^{-9}$ per pair for $g=0.1$, but 0.2% for $g=0.2$. When such contacts matter, a distribution that excludes overlap is needed.

The shape also matters at large $q$. The sum over $\phi^n$ needs only independent, identically distributed spacings, but steady damping needs more. If spacings take the values $D\pm\sigma$ with equal probability, then $\phi=e^{iqD}\cos q\sigma$. At $q\sigma=\pi$, $|\phi|$ returns to 1 and distant objects are again correlated. For Gaussian spacings $|\phi|=e^{-q^2\sigma^2/2}$ falls steadily, and so the successive peaks of $S$ sink toward $S=1$, broadening for as long as a width at half height can be defined. The numerical output lists the main values used above.

## Computed values

```
mean spacing D = 28.0 nm, spread sigma = 2.0 nm
relative disorder g = 0.0714
lines per grain = 40, grain width = 1120 nm
ridge width = 12.0 nm, its spread = 1.0 nm
photon energy = 10000 eV, k = 50.677 1/nm
grazing angles = 0.20 deg
period 2 pi/D = 0.2244 1/nm
spread of 10th-neighbour distance = 6.32 nm
Infinite chain: order, q_m (1/nm), u_m, range 1/u_m (neighbours)
  1  0.2244  0.1007  9.93
  2  0.4488  0.4028  2.48
  3  0.6732  0.9064  1.10
  4  0.8976  1.6114  0.62
Height of S: order, scanned, coth formula, weak-disorder law
  1  19.881  19.876  19.859
  2  5.037  5.032  4.965
  3  2.360  2.356  2.207
  4  1.502  1.499  1.241
FWHM (1/nm): order, scanned, arcsin formula, weak-disorder law
  1  0.00719  0.00720  0.00719
  2  0.02909  0.02917  0.02877
  3  0.06942  0.06972  0.06474
FWHM, orders 1-3 (1/angstrom): 0.000719 0.002909 0.006942
Peak shift, orders 2-3 (1/nm): -0.00046 -0.00146
order 4: half height = 0.751, right minimum = 0.767
fixed-u limit on order for half height = 4.18
Area per period / (2 pi/D), orders 1-3: 1.0056 1.0019 0.9981
Part above minimum, orders 1-3: 0.9497 0.8013 0.5755
forward line weight / (2 pi/D), 400 lines = 1.0000
Grain of 40 lines: order, height, FWHM (1/nm), blurred FWHM (1/nm)
  1  15.042  0.00978  0.01036
  2  4.732  0.03113  0.03135
  3  2.303  0.07176  0.07187
angular resolution = 0.050 mrad, in q = 0.00253 1/nm
Independent displacements, 40 lines: order, height, FWHM (1/nm)
  1  36.264  0.00498
  2  27.068  0.00501
  3  16.755  0.00509
Form factor / order 1, orders 1-3: 1.0000 0.0477 0.0646
Intensity with 1/q / order 1: 1.00000 0.00750 0.00329
Diffuse / coherent at peak, orders 1-3: 0.0000 0.0462 0.0342
Heights, spacing correlation -0.2: 19.864 6.501 2.811
Sample rotation, orders 1-3 (deg): 0.127 0.254 0.381
chance that adjacent ridges touch = 6.2e-16
```
